**Numerical test of the Sandorfy C gap of polysilane**

The program tests the gap 2·| |β_v| − |β_g| | of an infinite silicon backbone, where β_v couples the two hybrids of one Si–Si bond and β_g couples the two backbone hybrids on one atom. It asserts that sp3 hybrids give β_g = (e_s − e_p)/4, with e_s and e_p the atomic s and p energies, and that diagonalized rings reproduce the bands and the gap for four pairs of couplings with different signs and ratios. It also asserts the character of the band-edge orbitals, the quantization condition and long-chain law of open chains, and the two mid-gap states of a chain with dangling end hybrids. For β_v = −3.0 eV and β_g = −1.0 eV the output shows a gap of 4.0 eV, approached from above as the chain grows. Separate estimates with chosen parameters give 3.4 eV with a 1,4 coupling, 3.0 eV with Si–H side bonds and a mean of 3.82 eV with bond-length disorder at 300 K. A simple model of electron–hole attraction gives a binding energy of 1.6 eV, the largest shift among these estimates. These shifts are not additive corrections, because effective couplings may already contain part of them.

## Program and output

```python
"""
Sandorfy C model of an infinite polysilane backbone.
Result under test: gap = 2 * | |beta_vic| - |beta_gem| |
  beta_vic : coupling of the two hybrids that form one Si-Si bond (eV)
  beta_gem : coupling of the two backbone hybrids on one Si atom (eV)
Each Si atom has hybrids L (towards previous atom) and R (towards next atom).
Energies are measured from the common hybrid energy; the lower band is full.
The gap formula is compared with diagonalized rings and open chains.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import eigvalsh_tridiagonal


def ring_hamiltonian(n_si, vic, gem, h14=0.0, h13=0.0):
    """Real-space matrix of a closed ring of n_si silicon atoms."""
    h = np.zeros((2 * n_si, 2 * n_si))

    def couple(i, j, value):
        h[i, j] += value
        h[j, i] += value

    for n in range(n_si):
        m = (n + 1) % n_si
        left, right = 2 * n, 2 * n + 1
        next_left, next_right = 2 * m, 2 * m + 1
        couple(left, right, gem)
        couple(right, next_left, vic)
        couple(left, next_right, h14)
        couple(left, next_left, h13)
        couple(right, next_right, h13)
    return h


def ring_gap(n_si, *couplings):
    e = np.linalg.eigvalsh(ring_hamiltonian(n_si, *couplings))
    return e[n_si] - e[n_si - 1]


def open_chain_levels(n_si, vic, gem):
    """Open chain; the two outermost hybrids are bonded to H and left out."""
    off = np.empty(2 * n_si - 3)
    off[0::2] = vic
    off[1::2] = gem
    return eigvalsh_tridiagonal(np.zeros(2 * n_si - 2), off)


def open_chain_gap(n_si, vic, gem):
    e = open_chain_levels(n_si, vic, gem)
    return e[n_si - 1] - e[n_si - 2]


# ---------- geminal coupling from the atomic s and p energies ----------
e_s, e_p = sp.symbols("e_s e_p", real=True)
directions = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
hybrids = sp.Matrix([[sp.Rational(1, 2)] + [sp.Rational(c, 2) for c in d]
                     for d in directions])
assert hybrids * hybrids.T == sp.eye(4)
atom_matrix = hybrids * sp.diag(e_s, e_p, e_p, e_p) * hybrids.T
for i in range(4):
    for j in range(4):
        if i != j:
            assert sp.simplify(atom_matrix[i, j] - (e_s - e_p) / 4) == 0

# ---------- bands and gap for several signs and ratios ----------
n_ring = 120
k_ring = 2 * np.pi * np.arange(n_ring) / n_ring
for vic, gem in [(-3.0, -1.0), (-2.0, 0.7), (-0.8, -1.9), (1.3, 1.3)]:
    levels = np.linalg.eigvalsh(ring_hamiltonian(n_ring, vic, gem))
    root = np.sqrt(np.maximum(
        vic**2 + gem**2 + 2 * vic * gem * np.cos(k_ring), 0.0))
    assert np.allclose(levels, np.sort(np.r_[-root, root]), atol=1e-6)
    gap_formula = 2 * abs(abs(vic) - abs(gem))
    assert abs(ring_gap(n_ring, vic, gem) - gap_formula) < 1e-6

# ---------- worked example: round effective parameters ----------
beta_vic, beta_gem = -3.0, -1.0
v, g = abs(beta_vic), abs(beta_gem)
gap = 2 * (v - g)
energies, states = np.linalg.eigh(ring_hamiltonian(n_ring, beta_vic, beta_gem))
valence_bottom, valence_top = energies[0], energies[n_ring - 1]
conduction_bottom, conduction_top = energies[n_ring], energies[-1]
assert abs(conduction_bottom - valence_top - gap) < 1e-9
assert abs(valence_top - valence_bottom - 2 * min(v, g)) < 1e-9

# character of the band-edge states
homo, lumo = states[:, n_ring - 1], states[:, n_ring]
assert np.allclose(homo[0::2], -homo[1::2], atol=1e-8)
assert np.allclose(homo[1::2], np.roll(homo[0::2], -1), atol=1e-8)
assert np.allclose(lumo[0::2], lumo[1::2], atol=1e-8)
assert np.allclose(lumo[1::2], -np.roll(lumo[0::2], -1), atol=1e-8)

# ---------- finite chains ----------
n_test = 20
bonds = n_test - 1
positive = open_chain_levels(n_test, beta_vic, beta_gem)[bonds:]
k_open = np.arccos((positive**2 - v**2 - g**2) / (2 * v * g))
residual = v * np.sin((bonds + 1) * k_open) + g * np.sin(bonds * k_open)
assert np.max(np.abs(residual)) < 1e-8


def long_chain_gap(n_si):
    q = np.pi / (n_si - 1 + v / (v - g))
    return gap + v * g * q**2 / (v - g)


for n_si in (60, 150):
    excess = open_chain_gap(n_si, beta_vic, beta_gem) - gap
    # the asymptotic law has relative corrections of order 1/n_si**2
    assert abs((long_chain_gap(n_si) - gap) / excess - 1) < 0.01

# dangling outer hybrids put two end states at mid-gap
n_dangling = 40
off_dangling = np.empty(2 * n_dangling - 1)
off_dangling[0::2] = beta_gem
off_dangling[1::2] = beta_vic
e_dangling = eigvalsh_tridiagonal(np.zeros(2 * n_dangling), off_dangling)
n_midgap = int(np.sum(np.abs(e_dangling) < 0.25 * gap))
assert n_midgap == 2 and np.min(np.abs(e_dangling)) < 1e-8

# ---------- neglected: 1,4 and 1,3 couplings ----------
beta_14, beta_13 = 0.3, -0.2
gap_14 = ring_gap(n_ring, beta_vic, beta_gem, beta_14)
assert abs(gap_14 - 2 * abs(beta_vic + beta_14 - beta_gem)) < 1e-9
gap_13 = ring_gap(n_ring, beta_vic, beta_gem, 0.0, beta_13)
assert abs(gap_13 - gap) < 1e-9

# ---------- neglected: Si-H side bonds (six orbitals per Si) ----------
beta_sih, h_level = -3.5, -1.0


def side_bond_levels(k):
    # order: L, R, two side hybrids, two hydrogen s orbitals
    h = np.zeros((6, 6), dtype=complex)
    h[:4, :4] = beta_gem * (np.ones((4, 4)) - np.eye(4))
    h[0, 1] += beta_vic * np.exp(-1j * k)
    h[1, 0] += beta_vic * np.exp(1j * k)
    for side, hydrogen in ((2, 4), (3, 5)):
        h[side, hydrogen] = h[hydrogen, side] = beta_sih
        h[hydrogen, hydrogen] = h_level
    return np.linalg.eigvalsh(h)


edge_levels = side_bond_levels(np.pi)
assert abs(edge_levels[2] - valence_top) < 1e-9
assert edge_levels[3] < conduction_bottom
side_bands = np.array([side_bond_levels(k)
                       for k in np.linspace(0, np.pi, 401)])
gap_side = side_bands[:, 3].min() - side_bands[:, 2].max()

# ---------- neglected: bond-length disorder at the temperature of use ----------
temperature = 300.0
kt = const.k * temperature / const.e
bond_nm, stretch_ev, si_mass_u = 0.235, 0.055, 28.086
reduced_mass = 0.5 * si_mass_u * const.atomic_mass
variance = (const.hbar**2 / (2 * reduced_mass * stretch_ev * const.e)
            / np.tanh(stretch_ev / (2 * kt)))
rms_nm = np.sqrt(variance) * 1e9
rms_vic = 2 * v * rms_nm / bond_nm
rng = np.random.default_rng(7)
n_dis, n_samples = 100, 200
gaps_dis = []
for _ in range(n_samples):
    off = np.full(2 * n_dis - 3, beta_gem)
    off[0::2] = beta_vic + rms_vic * rng.standard_normal(n_dis - 1)
    e = eigvalsh_tridiagonal(np.zeros(2 * n_dis - 2), off)
    gaps_dis.append(e[n_dis - 1] - e[n_dis - 2])
gap_dis = np.mean(gaps_dis)
gap_clean = open_chain_gap(n_dis, beta_vic, beta_gem)
assert gap_dis < gap_clean

# ---------- neglected: electron-hole attraction ----------
permittivity, soft_nm = 3.0, 0.2
repeat_nm = bond_nm * np.sqrt(2.0 / 3.0)   # tetrahedral zigzag, per Si atom
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9   # eV nm


def pair_ground_energy(n_cells):
    k = 2 * np.pi * np.arange(n_cells) / n_cells
    pair_band = 2 * np.abs(beta_gem + beta_vic * np.exp(-1j * k))
    transfer = np.fft.ifft(pair_band).real
    index = np.arange(n_cells)
    h = transfer[(index[:, None] - index[None, :]) % n_cells]
    distance = np.minimum(index, n_cells - index) * repeat_nm
    attraction = coulomb / (permittivity * np.sqrt(distance**2 + soft_nm**2))
    return np.linalg.eigvalsh(h - np.diag(attraction))[0]


pair_energy = pair_ground_energy(400)
binding = gap - pair_energy
assert abs(pair_energy - pair_ground_energy(200)) < 1e-3
assert 0 < binding < coulomb / (permittivity * soft_nm)

wavelength_nm = const.h * const.c / (gap * const.e) * 1e9
boltzmann = np.exp(-gap / (2 * kt))

# ---------- printed numbers ----------
print(f"vicinal coupling beta_vic = {beta_vic:.2f} eV")
print(f"geminal coupling beta_gem = {beta_gem:.2f} eV")
print(f"implied effective e_p - e_s = {-4 * beta_gem:.2f} eV")
print(f"valence band bottom = {valence_bottom:.3f} eV")
print(f"valence band top = {valence_top:.3f} eV")
print(f"conduction band bottom = {conduction_bottom:.3f} eV")
print(f"conduction band top = {conduction_top:.3f} eV")
print(f"width of each band = {valence_top - valence_bottom:.3f} eV")
print(f"gap from formula = {gap:.3f} eV")
print(f"gap from ring of {n_ring} Si = "
      f"{conduction_bottom - valence_top:.3f} eV")
print(f"wavelength equal to gap = {wavelength_nm:.1f} nm")
for n_si in (5, 10, 20, 50, 100):
    print(f"open chain N = {n_si}: gap = "
          f"{open_chain_gap(n_si, beta_vic, beta_gem):.4f} eV, "
          f"long-chain law = {long_chain_gap(n_si):.4f} eV")
print(f"mid-gap states with dangling end hybrids = {n_midgap} (count)")
print(f"1,4 coupling (all-anti, chosen) = {beta_14:.2f} eV")
print(f"gap with 1,4 coupling = {gap_14:.3f} eV")
print(f"1,3 coupling (chosen) = {beta_13:.2f} eV")
print(f"gap with 1,3 coupling = {gap_13:.3f} eV")
print(f"Si-H coupling (chosen) = {beta_sih:.2f} eV")
print(f"H level from hybrid level (chosen) = {h_level:.2f} eV")
print(f"with Si-H bonds, valence edge at k=pi = {edge_levels[2]:.3f} eV")
print(f"with Si-H bonds, conduction edge at k=pi = {edge_levels[3]:.3f} eV")
print(f"with Si-H bonds, smallest gap over all k = {gap_side:.3f} eV")
print(f"temperature = {temperature:.0f} K")
print(f"thermal energy kT = {kt:.4f} eV")
print(f"Si-Si bond length (rough) = {bond_nm:.3f} nm")
print(f"Si-Si stretch quantum (rough) = {stretch_ev:.3f} eV")
print(f"rms bond-length fluctuation = {rms_nm:.5f} nm")
print(f"rms fluctuation of beta_vic = {rms_vic:.3f} eV")
print(f"mean gap, {n_samples} disordered chains of {n_dis} Si = "
      f"{gap_dis:.3f} eV")
print(f"shift of mean gap by disorder = {gap_dis - gap_clean:.3f} eV")
print(f"relative permittivity (chosen) = {permittivity:.1f} (no unit)")
print(f"Coulomb softening length (chosen) = {soft_nm:.2f} nm")
print(f"chain length per Si = {repeat_nm:.4f} nm")
print(f"electron-hole binding energy = {binding:.2f} eV")
print(f"lowest pair excitation energy = {pair_energy:.2f} eV")
print(f"thermal factor exp(-gap/2kT) = {boltzmann:.1e} (no unit)")
print("ALL CHECKS PASSED")
```

It prints:

```
vicinal coupling beta_vic = -3.00 eV
geminal coupling beta_gem = -1.00 eV
implied effective e_p - e_s = 4.00 eV
valence band bottom = -4.000 eV
valence band top = -2.000 eV
conduction band bottom = 2.000 eV
conduction band top = 4.000 eV
width of each band = 2.000 eV
gap from formula = 4.000 eV
gap from ring of 120 Si = 4.000 eV
wavelength equal to gap = 310.0 nm
open chain N = 5: gap = 4.4619 eV, long-chain law = 4.4894 eV
open chain N = 10: gap = 4.1317 eV, long-chain law = 4.1343 eV
open chain N = 20: gap = 4.0350 eV, long-chain law = 4.0352 eV
open chain N = 50: gap = 4.0058 eV, long-chain law = 4.0058 eV
open chain N = 100: gap = 4.0015 eV, long-chain law = 4.0015 eV
mid-gap states with dangling end hybrids = 2 (count)
1,4 coupling (all-anti, chosen) = 0.30 eV
gap with 1,4 coupling = 3.400 eV
1,3 coupling (chosen) = -0.20 eV
gap with 1,3 coupling = 4.000 eV
Si-H coupling (chosen) = -3.50 eV
H level from hybrid level (chosen) = -1.00 eV
with Si-H bonds, valence edge at k=pi = -2.000 eV
with Si-H bonds, conduction edge at k=pi = 1.015 eV
with Si-H bonds, smallest gap over all k = 3.015 eV
temperature = 300 K
thermal energy kT = 0.0259 eV
Si-Si bond length (rough) = 0.235 nm
Si-Si stretch quantum (rough) = 0.055 eV
rms bond-length fluctuation = 0.00586 nm
rms fluctuation of beta_vic = 0.150 eV
mean gap, 200 disordered chains of 100 Si = 3.821 eV
shift of mean gap by disorder = -0.181 eV
relative permittivity (chosen) = 3.0 (no unit)
Coulomb softening length (chosen) = 0.20 nm
chain length per Si = 0.1919 nm
electron-hole binding energy = 1.63 eV
lowest pair excitation energy = 2.37 eV
thermal factor exp(-gap/2kT) = 2.5e-34 (no unit)
ALL CHECKS PASSED
```
